# Why a symmetric line grating reflects no zero-order cross-polarised light

**Result.** A grating has lines along \(y\), and light arrives in the \(yz\) plane, which contains the line direction and the surface normal. If the complete stack has a mirror plane perpendicular to \(x\), its zero-order reflection obeys

\[
r_{sp}=r_{ps}=0 .
\]

The first index is the outgoing polarisation, the second the incident one. The result holds at every oblique angle and wavelength for linear, local, non-magnetic, passive media on a substrate that is either absorbing or lossless and isotropic. A symmetric line profile is not sufficient: buried layers and material axes must share the mirror plane.

## 1. Simple case: layers uniform in x

Let \(z\) point into the sample, let the time factor be \(e^{-i\omega t}\), and set \(k_0=\omega/c\). With \(\mathbf H\) multiplied by the vacuum impedance, Maxwell's equations are

\[
\nabla\times\mathbf E=ik_0\mathbf H,\qquad
\nabla\times\mathbf H=-ik_0\,\varepsilon\mathbf E .
\]

The light comes from air at angle \(\theta\), with \(\mathbf k=k_0(0,\sin\theta,\cos\theta)\). The polarisation vectors are

\[
\mathbf s=(1,0,0),\qquad
\mathbf p_{\rm in}=(0,\cos\theta,-\sin\theta),\qquad
\mathbf p_{\rm out}=(0,\cos\theta,\sin\theta).
\]

Suppose first that each layer is uniform, with a diagonal permittivity tensor. Nothing depends on \(x\), so \(\partial_x=0\) and \(\partial_y=ik_y\). The six component equations split into two sets:

\[
\partial_zE_x=ik_0H_y,\quad -ik_yE_x=ik_0H_z,\quad
ik_yH_z-\partial_zH_y=-ik_0\varepsilon_{xx}E_x,
\]

\[
ik_yE_z-\partial_zE_y=ik_0H_x,\quad
\partial_zH_x=-ik_0\varepsilon_{yy}E_y,\quad
-ik_yH_x=-ik_0\varepsilon_{zz}E_z .
\]

The first set contains \((E_x,H_y,H_z)\), which is s light. The second contains \((E_y,E_z,H_x)\), which is p light. A p wave drives only the second set, so a solution exists with the first set zero.

**Limit: normal incidence.** For \(k_y=0\), eliminating \(\mathbf H\) gives \(\partial_z^2E_x=-k_0^2\varepsilon_{xx}E_x\) and \(\partial_z^2E_y=-k_0^2\varepsilon_{yy}E_y\). The two polarisations may acquire different phases, but they do not mix.

For a real grating \(\partial_x\) is not zero. The equation for \(H_y\) becomes \(\partial_zE_x-\partial_xE_z=ik_0H_y\), so \(E_z\) now drives \(E_x\). Cross-polarised near fields do arise. What survives is a statement about their parity in \(x\).

## 2. General case: reflect the fields

Place the mirror plane at \(x=x_0\) and define

\[
R\mathbf r=(2x_0-x,y,z),\qquad M=\mathrm{diag}(-1,1,1).
\]

From a solution \(\mathbf E,\mathbf H\), form \(\mathbf E'(\mathbf r)=M\mathbf E(R\mathbf r)\). Each derivative with respect to \(x\) changes sign. With the right-hand sides evaluated at \(R\mathbf r\), the curl is

\[
\begin{aligned}
(\nabla\times\mathbf E')_x&=\partial_yE_z-\partial_zE_y=(\nabla\times\mathbf E)_x,\\
(\nabla\times\mathbf E')_y&=-\partial_zE_x+\partial_xE_z=-(\nabla\times\mathbf E)_y,\\
(\nabla\times\mathbf E')_z&=-\partial_xE_y+\partial_yE_x=-(\nabla\times\mathbf E)_z .
\end{aligned}
\]

Thus \(\nabla\times\mathbf E'=-M(\nabla\times\mathbf E)(R\mathbf r)\). The first Maxwell equation is restored by choosing \(\mathbf H'(\mathbf r)=-M\mathbf H(R\mathbf r)\). The extra minus sign is the axial character of \(\mathbf H\). Applying the same curl rule to \(\mathbf H'\), and using \(M^2=1\), gives

\[
\nabla\times\mathbf H'
=M(\nabla\times\mathbf H)(R\mathbf r)
=-ik_0\,[M\varepsilon(R\mathbf r)M]\,\mathbf E'.
\]

The reflected fields therefore solve the original problem if

\[
\varepsilon(\mathbf r)=M\varepsilon(R\mathbf r)M. \tag{1}
\]

In a uniform layer, (1) requires \(\varepsilon_{xy},\varepsilon_{yx},\varepsilon_{xz},\varepsilon_{zx}\) to vanish, because \(M\) reverses their signs.

The incident phase is unchanged by \(R\), since \(k_x=0\). Its vector changes according to \(M\mathbf p_{\rm in}=\mathbf p_{\rm in}\) and \(M\mathbf s=-\mathbf s\). Hence \(\mathbf E'\) has the original incident wave for p light, while \(-\mathbf E'\) has it for s light.

## 3. Two solutions have the same far field

To equate the original and reflected fields, we need uniqueness of the outgoing amplitudes. Subtract two solutions with the same incident wave. The difference, again called \(\mathbf E,\mathbf H\), has no incoming part. Let \(\mathbf S=\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)\). Then

\[
\begin{aligned}
\nabla\cdot\mathbf S
&=\tfrac12\mathrm{Re}\left[\mathbf H^*\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf H^*\right]\\
&=\tfrac12\mathrm{Re}\left[ik_0|\mathbf H|^2-ik_0\mathbf E\cdot(\varepsilon\mathbf E)^*\right]
=-\tfrac12k_0\,\mathrm{Im}(\mathbf E^*\cdot\varepsilon\mathbf E)\le0 .
\end{aligned}
\]

The inequality is the meaning of passive. Integrate over one period in \(x\) and any length in \(y\). The side fluxes cancel: the fields are periodic in \(x\), and the phase \(e^{ik_yy}\) drops out of \(\mathbf E\times\mathbf H^*\). Therefore

\[
\text{upward flux}+\text{downward flux}+\text{absorption}=0. \tag{2}
\]

In air the difference is a sum of outgoing orders with amplitudes \(\mathbf E_n\). Averaging over a period removes products of different orders. With \(q_n\) the magnitude of the normal wavevector, a propagating order carries upward flux \(q_n|\mathbf E_n|^2/(2k_0)\) per unit area.

An evanescent order alone carries none. For imaginary \(k_z\), \(\mathbf k\cdot\mathbf E=0\) gives \(\mathbf k^*\cdot\mathbf E=-2k_zE_z\), so

\[
[\mathbf E\times(\mathbf k^*\times\mathbf E^*)]_z
=k_z^*|\mathbf E|^2-E_z^*(\mathbf k^*\cdot\mathbf E)
=k_z(-|\mathbf E|^2+2|E_z|^2),
\]

which is imaginary.

The downward flux is likewise non-negative in a lossless isotropic substrate. In an absorbing one, the lower plane can be moved down until the flux vanishes. All terms in (2) are non-negative, so each is zero, and every propagating reflected amplitude of the difference vanishes. A bound mode may make the near field non-unique, but it cannot alter the reflected zero order.

## 4. The selection rule

Let the reflected zero order have vector \(\mathbf E_0\). It has no phase in \(x\), so reflection gives \(M\mathbf E_0\). Sections 2 and 3 imply

\[
\begin{aligned}
\text{p incidence:}&\quad \mathbf E_0=M\mathbf E_0
\ \Rightarrow\ E_{0x}=0\ \Rightarrow\ r_{sp}=0,\\
\text{s incidence:}&\quad \mathbf E_0=-M\mathbf E_0
\ \Rightarrow\ E_{0y}=E_{0z}=0\ \Rightarrow\ r_{ps}=0 .
\end{aligned}
\]

**Numerical case.** Take a wavelength of 633 nm and a pitch \(\Lambda=600\) nm. Resist lines, 150 nm high and 280 nm wide, lie above a 100 nm oxide spacer. Below it are silicon lines, 100 nm high and 300 nm wide, with oxide between them, on a silicon substrate. The indices are 1.60 for resist, 1.46 for oxide and \(3.9+0.02i\) for silicon.

The full vector fields were expanded in Fourier orders from \(-15\) to \(15\), without imposing the mirror. With the gratings centred on each other, the largest cross amplitude at incidence angles of 10°, 30°, 45° and 65° was \(4\times10^{-14}\). At 45°, by comparison, \(r_{pp}=-0.376-0.012i\).

**Limit of the claim: other orders.** Order \(n\) varies as \(e^{inGx}\), where \(G=2\pi/\Lambda\). Reflection turns it into \(M\mathbf E_ne^{2inGx_0}e^{-inGx}\), so for p incidence

\[
\mathbf E_{-n}=M\mathbf E_n e^{2inGx_0}.
\]

For \(n=0\) this constrains one vector; otherwise it links two vectors and need not remove their s parts. At a pitch of 1000 nm and 45°, the first orders propagate in air because \((633/1000)^2+\sin^2 45^\circ=0.90<1\). A unit p wave then gives an s field of magnitude 0.25 in order \(+1\).

At 600 nm the same sum is 1.61, so the first orders are evanescent in air. All remaining examples use this pitch and, unless stated otherwise, 45°.

## 5. Break the mirror by an offset

Move the resist grating by \(\delta\) along \(x\). Reflection about the centre of a silicon line changes \(\delta\) to \(-\delta\). It preserves incident p light but reverses the outgoing \(x\) component. Thus

\[
r_{sp}(-\delta)=-r_{sp}(\delta),\qquad
r_{pp}(-\delta)=r_{pp}(\delta).
\]

Where the response is smooth in \(\delta\), even powers are absent from the first relation:

\[
r_{sp}=a\delta+b\delta^3+\cdots .
\]

For the example, \(r_{sp}(10\,\mathrm{nm})=0.00751+0.00477i\), and the value at \(-10\) nm has the opposite sign. The magnitude is

\[
\sqrt{0.00751^2+0.00477^2}=0.0089 .
\]

The slope magnitude, taken at 1 nm, is \(8.89\times10^{-4}\) per nm. Keeping 25 orders on each side changes \(r_{sp}(10\,\mathrm{nm})\) by 0.04% of its value, which moves the imaginary part to 0.00478; it stays there up to 60 orders. The output also shows \(r_{ps}=-r_{sp}\) at this offset; that relation is not used here.

**Small-offset limit.** The combination \(r_{sp}(2\delta)-2r_{sp}(\delta)\) removes the linear term and leaves \(6b\delta^3\). Doubling \(\delta\) should multiply it by 8. Comparing \(\delta=4\) nm with \(\delta=2\) nm gives \(7.98-0.02i\).

**Large-offset limit.** Periodicity makes offsets \(\Lambda/2\) and \(-\Lambda/2\) identical, while mirror symmetry makes their amplitudes opposite. Hence \(r_{sp}(\Lambda/2)=0\); the calculated magnitude is \(1\times10^{-14}\). A zero signal therefore does not by itself establish zero offset. At 150 nm, a quarter of the pitch, the magnitude is 0.121. The linear estimate \(150\times8.89\times10^{-4}=0.133\) is already about 10% too large.

**Normal-incidence limit.** Isotropic lines have a second mirror, \(y\to-y\), represented by \(N=\mathrm{diag}(1,-1,1)\). It survives any offset along \(x\). Let \(\rho_{xy}(k_y)\) be the reflected \(E_x\) for an incident wave with unit \(E_y\). Reflection in \(y\) reverses the incident \(E_y\) and \(k_y\), but leaves the outgoing \(E_x\) unchanged. By linearity,

\[
-\rho_{xy}(-k_y)=\rho_{xy}(k_y).
\]

Since incident p light has \(E_y=\cos\theta\), \(r_{sp}=\cos\theta\,\rho_{xy}\). It vanishes at \(k_y=0\), and a smooth response starts in proportion to \(\sin\theta\). At a fixed 10 nm offset, the ratio of amplitudes at 0.5° and 0.25° is \(1.999-0.001i\), close to the expected 2. Oblique incidence is thus needed to see the offset in this channel.

## 6. Recover the sign of the offset

Crossed polarisers measure \(|r_{sp}|^2\), which is \(7.9\times10^{-5}\) at 10 nm and is the same for both signs of \(\delta\). Instead, send in p light and set the analyser at angle \(\alpha\) from s towards p. The intensity, relative to the incident intensity, is

\[
I(\alpha)=|\cos\alpha\,r_{sp}+\sin\alpha\,r_{pp}|^2 .
\]

Changing \(\alpha\) to \(-\alpha\) reverses only the interference term, so

\[
I(\alpha)-I(-\alpha)
=4\sin\alpha\cos\alpha\,\mathrm{Re}(r_{sp}r_{pp}^*)
=2\sin2\alpha\,\mathrm{Re}(r_{sp}r_{pp}^*). \tag{3}
\]

This is odd in \(\delta\). For small offsets it gives the sign, provided the slope of the real part is nonzero and its sign is known. Symmetry does not guarantee this for large offsets. In the example the reading keeps one sign at offsets sampled from 10 to 290 nm, but it peaks near 150–170 nm, so its size alone does not fix the offset.

At \(\alpha=45^\circ\), using \(r_{pp}\) at zero offset, (3) gives for 10 nm

\[
2[(0.00751)(-0.376)+(0.00477)(-0.012)]\approx-0.0058 .
\]

The full calculation gives \(-0.00576\) at 10 nm and \(+0.00576\) at \(-10\) nm. The difference is about 73 times the crossed-polariser intensity. It is, however, the difference of two readings near \(\tfrac12|r_{pp}|^2\approx0.07\), so source fluctuations between them matter.

**Limit.** At \(\alpha=0\) the factor \(\sin2\alpha\) vanishes, and the analyser again gives only the unsigned intensity.

## 7. Rotate the incidence plane slightly

Now let the incidence plane make an azimuth \(\varphi\) with the lines. Define

\[
\boldsymbol\kappa=(\sin\varphi,\cos\varphi,0),\qquad
\mathbf s=(\cos\varphi,-\sin\varphi,0),
\]

and \(\mathbf p=\cos\theta\,\boldsymbol\kappa\mp\sin\theta\,\hat{\mathbf z}\) for incident and reflected light. Reflection in \(x\) gives \(M\mathbf p(\varphi)=\mathbf p(-\varphi)\) and \(M\mathbf s(\varphi)=-\mathbf s(-\varphi)\). For a small error \(\varphi=\epsilon\),

\[
r_{sp}(\epsilon,\delta)=-r_{sp}(-\epsilon,-\delta). \tag{4}
\]

At \(\delta=0\) this makes the signal odd in \(\epsilon\); it does not make it zero away from \(\epsilon=0\). To first order, \(r_{sp}=a\delta+g\epsilon\), so in a single intensity reading an azimuth error can pass for an offset. In the example, 0.1° gives the same \(|r_{sp}|\) as an offset of 0.42 nm.

Turning the sample by 180° about \(z\) reverses the offset and leaves each symmetric grating unchanged. Therefore

\[
r_{sp}(180^\circ+\epsilon,\delta)=r_{sp}(\epsilon,-\delta),
\]

and half the difference of the two complex amplitudes is

\[
D(\epsilon,\delta)=\tfrac12[r_{sp}(\epsilon,\delta)-r_{sp}(\epsilon,-\delta)] .
\]

Applying (4) to both terms of \(D(-\epsilon,\delta)\) gives

\[
D(-\epsilon,\delta)
=\tfrac12[-r_{sp}(\epsilon,-\delta)+r_{sp}(\epsilon,\delta)]
=D(\epsilon,\delta).
\]

The term linear in \(\epsilon\) has gone, provided the same error occurs in both orientations. The same holds for the signed reading (3): reversing both \(\epsilon\) and \(\delta\) leaves \(r_{pp}\) unchanged, so (3) changes sign just as \(r_{sp}\) does. It does not hold for the crossed-polariser intensity \(|r_{sp}|^2\), which is unchanged by that reversal; its half-difference is odd in \(\epsilon\) and vanishes at \(\epsilon=0\).

**Limit: small azimuth error.** The remaining error should grow as \(\epsilon^2\). At a 10 nm offset, going from 0.5° to 1° multiplies it by \(4.00+0.01i\). At 0.5° it corresponds to only 0.009 nm.

## 8. What the example means for overlay metrology

The offset between two patterned layers is called overlay. The dimensions and indices used here are rough values for a resist-on-silicon overlay target, not data for a particular one. The calculation leaves out several defects of a real measurement. Below, each assumed defect is applied alone at zero offset, and the magnitude of its cross-polarised amplitude is divided by the slope magnitude, \(8.89\times10^{-4}\) per nm. These equivalent offsets compare magnitudes only; the error in the signed reading (3) also depends on phase.

- A beam spread uniformly over azimuths from \(-1^\circ\) to \(1^\circ\) gives an rms equivalent offset of 2.4 nm, if the cross-polarised amplitude of each ray is taken in that ray's own s and p axes. A fixed polariser and analyser add a geometric mixing of s and p that is not included here. The linear estimate agrees: 4.2 nm per degree times \(1^\circ/\sqrt3\) is 2.4 nm.
- Leakage of p light through the analyser, \(10^{-5}\) in intensity, gives amplitude \(\sqrt{10^{-5}}\times0.377=0.00119\), or 1.3 nm.
- A resist foot 2 nm wide and 30 nm high, on one side of each line, gives 0.53 nm with 15 orders; so narrow a feature converges slowly, and 45 orders give 0.55 nm. Its amplitude differs in phase from that of an offset, and in the signed reading (3) it counts as 0.30 nm. It moves the centre of the lowest fifth of the line by 1 nm, so the average over height moves by only about 0.2 nm. Neither optical reading is therefore simply the mean line position.
- A spacer birefringence of 0.001 with axes at 45° to the lines gives 0.39 nm. With axes along \(x\) and \(y\), (1) holds and the calculated cross amplitude is \(4\times10^{-14}\).

The half-turn separates some of these errors. Rotation about \(z\) leaves \(\varepsilon_{xy}\) unchanged, so the first-order signal from tilted spacer axes cancels in \(D\). The foot moves to the opposite side just as the offset reverses, so its signal remains. A half-turn therefore cannot distinguish this profile asymmetry from overlay.

For these assumed defects, the selection rule provides a zero that is disturbed at the level of tenths of a nanometre to a few nanometres. Edge roughness and finite target size can also break the conditions of the derivation; their effects have not been calculated. The numerical output lists the main inputs and results.

## Computed values

```
wavelength: 633 nm
incidence angle: 45 deg
pitch: 600 nm
resist index: 1.6
oxide index: 1.46
silicon index: 3.9 +0.02i
resist height: 150 nm
resist line width: 280 nm
oxide spacer thickness: 100 nm
silicon line height: 100 nm
silicon line width: 300 nm
Fourier orders kept on each side: 15
r_ss, zero offset: -0.49048 -0.020634i
r_pp, zero offset: -0.37638 -0.011894i
largest cross amplitude, zero offset, four angles: 4.2741e-14
r_sp at offset -10 nm: -0.0075083 -0.0047744i
r_sp at offset 5 nm: 0.0037506 +0.0023892i
r_sp at offset 10 nm: 0.0075083 +0.0047744i
r_sp at offset 20 nm: 0.015072 +0.0095167i
r_sp at offset 150 nm: 0.11195 +0.046854i
abs r_sp at half-pitch offset: 1.2906e-14
r_ps at offset 10 nm: -0.0075083 -0.0047744i
abs r_sp at offset 10 nm: 0.0088977
cross-polarised reflectance at 10 nm: 7.9169e-05
amplitude sensitivity at 1 nm: 0.00088926 per nm
cubic departure ratio on doubling offset: 7.9807 -0.016287i
r_sp ratio, 0.5 deg to 0.25 deg incidence: 1.9992 -0.0012556i
analyser difference at +10 nm, alpha 45 deg: -0.0057601
analyser difference at -10 nm, alpha 45 deg: 0.0057601
wide pitch for first-order test: 1000 nm
abs s field in order +1 for p input, wide pitch: 0.24554
relative change of r_sp with 25 orders: 0.0003804
assumed azimuth error: 0.1 deg
equivalent offset, azimuth error: 0.41664 nm
half-turn residual ratio, 1 deg to 0.5 deg: 3.9953 +0.011995i
half-turn residual at 0.5 deg: 0.0090033 nm
assumed azimuth half-spread: 1 deg
equivalent offset, rms azimuth spread: 2.3956 nm
assumed one-sided foot width: 2 nm
assumed foot height: 30 nm
equivalent offset, resist foot: 0.53474 nm
assumed spacer birefringence: 0.001
abs r_sp, birefringence axes along x and y: 4.3003e-14
equivalent offset, axes tilted 45 deg: 0.39028 nm
assumed polariser leakage in intensity: 1e-05
equivalent offset, polariser leakage: 1.3391 nm
```
